Hamaker constants across a medium: the product rule and its limits

**First half: the displaced medium and the frequency sum**

Q: Two bodies in vacuum attract each other by dispersion forces. Now I put them in a liquid. The liquid surrounds each body on all sides, so its pulls on a body should balance. Why should the liquid change the attraction at all?

A: Because the liquid is not on all sides. Where body 2 stands, there is no liquid. Body 1 feels the pull of body 2 and misses the pull of the liquid that body 2 has pushed away. To make this quantitative we need a measure of strength. Let a molecule of substance i and one of substance j, a distance r apart, have the interaction free energy

w(r) = −Cij/r⁶.

This form holds when r is well above molecular size and well below the distance at which the travel time of light matters. I use it in that range, and I first assume that the energies of different pairs simply add. With ρi the number of molecules per volume, define the Hamaker constant

Aij = π² ρi ρj Cij.

It is an energy, in joules. For two thick flat bodies separated by a vacuum gap D, the free energy per area is

F = −Aij/(12πD²).

Q: Where do the π² and the 12π come from?

A: From adding up the pairs. Take a thin layer in each body, parallel to the surfaces, with distance h between the layers. One molecule in the first layer sees rings of radius s in the second. The substitution u = s² + h², du = 2s ds, gives

∫₀^∞ 2πs ds/(s² + h²)³ = π ∫_{h²}^∞ du/u³ = π/(2h⁴).

Now count the layers. If they lie at depths z1 and z2, then h = D + z1 + z2. For a given h, the depth z1 may run from 0 to h − D, so the pairs of layers with separations between h and h + dh have the weight (h − D) dh. Therefore

∫_D^∞ (h − D) π/(2h⁴) dh
= (π/2) [1/(2D²) − D/(3D³)]
= (π/2) · 1/(6D²)
= π/(12D²).

Multiplication by −ρiρjCij = −Aij/π² gives −Aij/(12πD²). The force per area is −dF/dD = −Aij/(6πD³). It points towards smaller D when Aij is positive, so a positive constant means attraction.

Q: That is vacuum. With the liquid present there are pairs 1–2, 1–3, 2–3, 3–3 and also pairs within each body. Which of them matter?

A: All of them have to be counted, and then most of them turn out not to depend on where the bodies are. Let χ1(r) be 1 inside body 1 and 0 elsewhere, and define χ2 and χ3 in the same way for body 2 and the medium. I assume that the bodies are rigid and that the medium fills the remaining space at uniform density, right up to the surfaces. Then at every point

χ1 + χ2 + χ3 = 1.

Write the free energy of a pair of volume elements as −Wij(R) times both volumes, where R is their distance. At distances where the r⁻⁶ law holds, Wij = Aij/(π²R⁶). The total is

F = −½ ∫∫ Σij Wij χi χj′ d³r d³r′,

where the prime on χj′ means that it is taken at r′, and the factor ½ corrects for counting each pair twice.

Q: The r⁻⁶ law diverges where the medium touches a body. Your total is infinite.

A: It would be if the law held down to zero distance. Molecules have a size, so the true Wij stays integrable at short range. I need no more than that, because the short-range part will drop out. Eliminate the medium with χ3 = 1 − χ1 − χ2:

χ1χ3′ = χ1 − χ1χ1′ − χ1χ2′,
χ3χ2′ = χ2′ − χ1χ2′ − χ2χ2′,
χ3χ3′ = 1 − χ1 − χ2 − χ1′ − χ2′ + χ1χ1′ + χ2χ2′ + χ1χ2′ + χ2χ1′.

There are three kinds of term. A term with a single χ1, integrated over r′, gives the volume of body 1 times ∫W(R)d³R. This does not change when the body moves, provided the walls of the vessel are far away. A term χ1χ1′ involves body 1 alone, and a rigid body carries it along unchanged. The same holds for body 2. What is left is χ1χ2′ and its mirror image χ2χ1′. The coefficient of χ1χ2′ collects W12 from the direct pair, −W13 from the first line, −W23 from the second and +W33 from the third. The mirror term has the same coefficient, and the two together cancel the factor ½:

F = constant − ∫₁d³r ∫₂d³r′ (W12 − W13 − W23 + W33).

In this integral one point lies in body 1 and the other in body 2. Their distance is at least D, where the r⁻⁶ law applies. The whole effect of the medium is thus to replace A12 by

A132 = A12 + A33 − A13 − A23.

The middle index names the medium. The shapes of the bodies have not been used.

Q: Why does A33 come in with a plus sign? The medium's attraction to itself ought to oppose the approach of the bodies.

A: Follow the displaced liquid. Bring body 1 from far away to a place beside body 2. A parcel of liquid of the same size and shape has to leave that place and fill the hole that body 1 leaves behind. Beside body 2, body 1 gains the contact 1–2, and the parcel loses its contact 3–2. That accounts for A12 − A23. But the place beside body 2 is also poorer in liquid than the place far away, since body 2 occupies some of it. By moving there, body 1 loses contact with that much liquid, which gives −A13. The parcel, by moving away, gains contact with the same amount of liquid, which gives +A33. The medium's attraction to itself therefore helps to drive the bodies together.

Q: That leaves me with four constants, two of them for a body and the medium as a pair. You would have to know every pair of substances.

A: At this stage, yes. One more assumption removes the mixed constants. Suppose that each of them is the geometric mean of the pure ones:

Aij = √(Aii Ajj).

With the short notation ai = √Aii, the bookkeeping result becomes

A132 = a1a2 + a3² − a1a3 − a2a3.

Take a1 out of the first and third terms, and −a3 out of the other two:

A132 = a1(a2 − a3) − a3(a2 − a3) = (a1 − a3)(a2 − a3).

Written out in full,

A132 = (√A11 − √A33)(√A22 − √A33).

If the medium is vacuum, A33 = 0 and the expression returns √(A11A22). If body 2 is made of the same substance as the medium, the second factor vanishes, as it must, because there is then no second body to be noticed.

Q: The two factors can have opposite signs. Do you claim repulsion in a world where every pair of molecules attracts?

A: Yes. If √A33 lies between √A11 and √A22, the rule gives a negative A132. No pair repels. Say a1 > a3 > a2. On approach, body 1 exchanges medium for body 2 as its neighbour and loses attraction a1(a3 − a2), while the displaced parcel makes the reverse exchange and gains a3(a3 − a2). Since a1 > a3, the loss is the larger, so the medium pushes in between.

For two bodies of the same substance the rule reads

A131 = (√A11 − √A33)²,

which cannot be negative. It does not matter whether the bodies are stronger or weaker than the medium. Two empty cavities in a liquid, with A11 = 0, attract with the constant A33.

Q: I distrust that proof. The square came from the geometric mean, and you assumed the geometric mean.

A: The objection is fair. Bookkeeping without that assumption gives A131 = A11 + A33 − 2A13, and its sign depends on how large A13 can be. To decide this we need a theory of the constants themselves. I also want one that does not assume additive pairs, so that the rule can be judged from outside. The Lifshitz theory does this: it treats each substance as a continuum with a dielectric function ε(ω). For gaps small enough to ignore the travel time of light, it can be derived from electrostatics and the free energy of an oscillator.

Q: Then derive it. What oscillates?

A: The polarization near the surfaces. Let body 1 fill z < 0, the medium 0 < z < D and body 2 z > D. Look for a potential φ = ψ(z) exp(ikx) that sustains itself without external charges. Laplace's equation makes ψ a combination of exp(kz) and exp(−kz), and it must die out far inside the bodies:

body 1: ψ = a exp(kz),
medium: ψ = b exp(−kz) + c exp[k(z − D)],
body 2: ψ = f exp[−k(z − D)].

At each surface ψ and ε dψ/dz are continuous. With t = exp(−kD), the conditions at z = 0 are

a = b + ct,  ε1a = ε3(−b + ct).

Insert the first into the second and collect terms: (ε1 + ε3)b = −(ε1 − ε3)ct. At z = D the conditions are

bt + c = f,  ε3(−bt + c) = −ε2f,

and they give (ε2 + ε3)c = −(ε2 − ε3)bt. Define the contrast

Δij = (εi − εj)/(εi + εj).

Then b = −Δ13tc and c = −Δ23tb, hence b = Δ13Δ23t²b. A nonzero field needs

G(ω) = 1 − Δ13Δ23 exp(−2kD) = 0.

The solutions ωj(D) are the frequencies of the coupled surface modes. For a very wide gap they become the frequencies Ωj of the separate surfaces, where ε1 + ε3 = 0 or ε2 + ε3 = 0.

Q: You would have to solve for all those frequencies at every k.

A: That can be avoided. A mode of frequency ω is a harmonic oscillator, with free energy kT ln[2 sinh(ħω/2kT)]. In kT the letter k is Boltzmann's constant; elsewhere it is the wavenumber. The product formula sinh x = x Π(1 + x²/π²n²), with n = 1, 2, … and x = ħω/2kT, brings in the frequencies

ξn = 2πnkT/ħ,

because x/(πn) = ω/ξn. Subtract the free energy at infinite gap from that at gap D. The number of modes is the same, so

δF = kT Σj { ½ ln(ωj²/Ωj²) + Σn≥1 ln[(ωj² + ξn²)/(Ωj² + ξn²)] }.

The first term has the form of the others with n = 0, but with weight ½. Write Σ′ for the sum from n = 0 with that half weight.

Now let each substance consist of undamped oscillators,

ε(ω) = 1 + Σ Cω0²/(ω0² − ω²),

with a strength C and a frequency ω0 for each oscillator. Then G is a ratio of two polynomials in ω². The numerator vanishes at the ωj², and the denominator at the Ωj². Any further roots, from clearing fractions, are common to both and cancel. At very high frequency every ε tends to 1, so G tends to 1 and the leading coefficients agree. Hence

G(ω) = Πj (ω² − ωj²)/(ω² − Ωj²).

At ω = iξn this is the product of the ratios in the logarithms above, and

δF = kT Σ′ ln G(iξn).

At imaginary frequency ε(iξ) = 1 + Σ C/(1 + ξ²/ω0²), which is real, at least 1, and falls smoothly with ξ.

Q: And the sum over k?

A: Per area there are k dk/(2π) modes in the plane, after integration over directions. Let q = Δ13Δ23 at iξn. Its magnitude is below 1, so the logarithm can be expanded:

ln(1 − q exp(−2kD)) = −Σs q^s exp(−2skD)/s, with s = 1, 2, …

Since ∫₀^∞ k exp(−2skD) dk = 1/(4s²D²), the free energy per area is

F = −(kT/(8πD²)) Σ′ Σs q^s/s³.

Setting this equal to −A132/(12πD²) gives the factor 12π/(8π) = 3/2:

A132 = (3kT/2) Σ′ Σs (Δ13Δ23)^s/s³.

No pair energies were added here. The assumptions are local and isotropic dielectric functions built from undamped oscillators, smooth surfaces, no free ions and no retardation.

**Second half: like bodies, and the rule on trial**

Q: State what we carry over before you use it.

A: Bodies 1 and 2 face each other across medium 3, and F = −A132/(12πD²) per area, with attraction for A132 > 0. Aij without a medium index refers to vacuum. There are three expressions for A132:

Bookkeeping: A12 + A33 − A13 − A23.
Product rule: (√A11 − √A33)(√A22 − √A33).
Lifshitz: (3kT/2) Σ′ Σs (Δ13Δ23)^s/s³.

The first assumes additive pairs and a medium that fills all free space. The second assumes in addition that Aij = √(AiiAjj). In the third, Δij = (εi − εj)/(εi + εj) is taken at the imaginary frequencies iξn, ξn = 2πnkT/ħ. The sum Σ′ gives n = 0 half weight, and s runs from 1. Each oscillator, of strength C and frequency ω0, adds C/(1 + ξ²/ω0²) to ε(iξ).

Q: Then settle the question that was left open. Do like bodies attract, without the geometric mean?

A: In the Lifshitz expression put body 2 equal to body 1:

A131 = (3kT/2) Σ′ Σs (Δ13²)^s/s³.

Δ13 is real at imaginary frequencies, so every term is a power of a square and none is negative. The sum vanishes if and only if ε1 = ε3 at all the ξn, when the bodies cannot be told from the medium. Within the assumptions of the theory, and for two thick bodies with flat faces, that is the proof. It concerns the dispersion part of the force; charges on the surfaces would add forces of their own.

Q: And the bookkeeping expression A11 + A33 − 2A13? Could it still go negative?

A: It cannot, if the vacuum constants come from the same theory. For vacuum between the bodies write

Δi = (εi − 1)/(εi + 1),
Aij = (3kT/2) Σ′ Σs Δi^s Δj^s/s³.

This has the form of a scalar product: the numbers Δi^s, listed over all n and s, are the components of a vector for substance i, and each component has a positive weight. Write ⟨u,v⟩ for such a product. For any real λ, ⟨u − λv, u − λv⟩ ≥ 0. The choice λ = ⟨u,v⟩/⟨v,v⟩ turns this into

⟨u,u⟩ − ⟨u,v⟩²/⟨v,v⟩ ≥ 0,

so ⟨u,v⟩² ≤ ⟨u,u⟩⟨v,v⟩. For our constants, which are positive,

Aij ≤ √(Aii Ajj).

The geometric mean is thus an upper bound on the mixed constant. It follows that

A11 + A33 − 2A13 ≥ A11 + A33 − 2√(A11A33) = (√A11 − √A33)² ≥ 0.

For like bodies the product rule therefore never exceeds the bookkeeping value.

Q: When is the bound reached? Otherwise the rule has no regime in which it is right.

A: The regime is dilute matter whose spectra have the same shape. If every ε is close to 1, then Δ13 ≈ (ε1 − ε3)/2 and the terms with s > 1 are negligible. To leading order

A132 = (3kT/8) Σ′ (ε1 − ε3)(ε2 − ε3).

Write ε1 − ε3 = (ε1 − 1) − (ε3 − 1), treat the second factor in the same way, and multiply out. With

Aij = (3kT/8) Σ′ (εi − 1)(εj − 1)

the four products are A12 − A13 − A23 + A33. Bookkeeping is therefore the dilute limit of Lifshitz theory. This also supplies the pair coefficient. In a dilute substance εi − 1 = ρiαi/ε0, where αi is the polarizability of a molecule and ε0 the vacuum permittivity, so that

Cij = Aij/(π²ρiρj) = (3kT/(8π²ε0²)) Σ′ αiαj.

Now suppose that the spectra are proportional: εi − 1 = gi S(ξ), with one common function S. Then Aij = K gigj, where K = (3kT/8) Σ′ S². The geometric mean holds, and so does the product rule.

Q: How much is lost if the shapes differ?

A: Take two dilute substances with one oscillator each, at frequencies ωi and ωj far above kT/ħ. The ξn are then closely spaced on the scale of the spectra, and the sum becomes an integral. Partial fractions give

∫₀^∞ dξ/[(1 + ξ²/ωi²)(1 + ξ²/ωj²)]
= [ωi²ωj²/(ωj² − ωi²)] ∫₀^∞ [1/(ξ² + ωi²) − 1/(ξ² + ωj²)] dξ
= [ωi²ωj²/(ωj² − ωi²)] (π/2)(1/ωi − 1/ωj)
= (π/2) ωiωj/(ωi + ωj).

For equal frequencies this is πωi/4. The strengths cancel in the ratio

Aij/√(AiiAjj) = 2√(ωiωj)/(ωi + ωj).

If one frequency is twice the other, the ratio is 2√2/3 = 0.943.

Q: Six percent seems harmless.

A: It is harmless in Aij. But A132 is a difference of such constants, and the difference can be much smaller than they are. Numbers will show what happens. I take model substances with round parameters at 300 K, where kT = 4.142 zJ (1 zJ = 10⁻²¹ J) and ξ1 = 2.468·10¹⁴ rad/s. Each has an infrared and an ultraviolet oscillator. Except in W, the infrared one has C = 0.5 at 10¹⁴ rad/s. The ultraviolet ones are

body 1: C = 1.3 at 2·10¹⁶ rad/s,
body 2: C = 1.1 at 2·10¹⁶ rad/s,
weak body R: C = 0.3 at 2·10¹⁶ rad/s,
medium M: C = 0.7 at 2·10¹⁶ rad/s,
medium W: the same as M,
medium S: C = 2.0 at 1·10¹⁶ rad/s.

The infrared oscillator of W has C = 75 at 10¹³ rad/s. Ignoring the travel time of light restricts these models to gaps well below c/ω0, which is 15 nm for ω0 = 2·10¹⁶ rad/s. I add up the Lifshitz double sum term by term, with 20 000 frequencies and s up to 200. Across vacuum this gives the following square roots of Aii, in zJ^(1/2):

1: 8.954
2: 7.935
R: 2.740
M: 5.603
W: 5.874
S: 8.465

Q: Begin with a case where the rule ought to work.

A: Bodies 1 and 2 across M, with equal ultraviolet frequencies. The product rule gives

(8.954 − 5.603)(7.935 − 5.603) = 3.351 × 2.332 = 7.81 zJ.

For the bookkeeping value we need the mixed constants from the same vacuum sum: A12 = 71.034, AMM = 31.394, A1M = 50.048 and A2M = 44.408 zJ. They give

71.034 + 31.394 − 50.048 − 44.408 = 7.97 zJ.

The Lifshitz sum with M in the gap gives 8.70 zJ, or 2.10 kT. The product rule gives 1.89 kT, which is 10 percent below the Lifshitz value.

Q: So there are two separate losses, one from 8.70 to 7.97 and one from 7.97 to 7.81. Explain the larger one first.

A: It comes from adding pairs in dense matter. Solve Δi = (εi − 1)/(εi + 1) for εi = (1 + Δi)/(1 − Δi), insert this into Δ13, and multiply above and below by (1 − Δ1)(1 − Δ3). The numerator becomes

(1 + Δ1)(1 − Δ3) − (1 + Δ3)(1 − Δ1) = 2(Δ1 − Δ3),

and the denominator, with a plus sign between the products, becomes 2(1 − Δ1Δ3). Hence

Δ13 = (Δ1 − Δ3)/(1 − Δ1Δ3).

Let P = (Δ1 − Δ3)(Δ2 − Δ3). At one frequency, and to second order in the Δi beyond the factor P, the Lifshitz terms s = 1 and s = 2 add up to

P [1 + Δ3(Δ1 + Δ2) + (Δ1 − Δ3)(Δ2 − Δ3)/8].

In the bookkeeping sum the s = 1 terms give P. The s = 2 terms give (Δ1² − Δ3²)(Δ2² − Δ3²)/8, so the total is

P [1 + (Δ1 + Δ3)(Δ2 + Δ3)/8].

The two products divided by 8 differ by −2Δ3(Δ1 + Δ2)/8. The Lifshitz bracket is therefore larger by

Δ3(Δ1 + Δ2)(1 − 1/4) = (3/4) Δ3(Δ1 + Δ2).

This is positive when ε3 > 1 and at least one body has ε > 1; for two empty cavities it vanishes. To this order, additive bookkeeping then underestimates the magnitude at each frequency, whether the contribution is attractive or repulsive. Multiplied by P and summed over the ξn with the factor 3kT/2, this term gives 0.63 zJ of the 0.73 zJ lost for bodies 1 and 2 across M; higher orders supply the rest.

Q: And the smaller loss? The ultraviolet frequencies are equal, so I expected none.

A: Equal frequencies do not make the Δi proportional in dense matter. For one oscillator, ε − 1 = C/(1 + ξ²/ω0²) gives

Δ = C/(C + 2 + 2ξ²/ω0²).

This falls to half its initial value at ξ = ω0√(1 + C/2), so a stronger oscillator gives a broader Δ. The infrared parts, equal in all three substances, are not in proportion to the ultraviolet parts either. And the components with s > 1 contain powers of the Δi, which would not be proportional even if the Δi were. Of the loss found below, 0.11 zJ remains when only the s = 1 terms are kept, and 0.13 zJ when the infrared oscillators are left out. The geometric mean of A11 and AMM is 8.954 × 5.603 = 50.17 zJ instead of 50.05 zJ. That excess, 0.2 percent of A1M, is 0.12 zJ. The corresponding excess over A2M is 0.05 zJ, and the one over A12, which enters with the opposite sign, is 0.01 zJ. Together they give the loss, 0.12 + 0.05 − 0.01 = 0.16 zJ.

Q: Does the predicted repulsion survive in the fuller theory?

A: Replace body 2 by the weak body R. The rule gives

3.351 × (2.740 − 5.603) = −9.59 zJ,

and the Lifshitz sum gives −10.32 zJ. The sign is secure here because εR < εM < ε1 at every ξ. Each product Δ1MΔRM is then negative. The sum over s alternates in sign with shrinking terms, so it keeps the sign of its first term. For two bodies 1 across M the rule gives 11.23 zJ, against 12.56 zJ from Lifshitz.

Q: You chose kind media. What does a strongly polar one do?

A: That is the purpose of W. It differs from M in the infrared oscillator alone, which raises ε(0) from 2.2 to 76.7. For two bodies 1 across W,

rule: (8.9535 − 5.8744)² = 9.48 zJ,
Lifshitz: 15.58 zJ.

The rule is now 39 percent too low. Going from M to W also moves the two values in opposite directions: the Lifshitz value rises by 3.02 zJ and the rule's value falls by 1.75 zJ.

Q: How can a change in the medium strengthen the attraction and weaken the rule's version of it?

A: Look at the term n = 0. With ε1(0) = 2.8, the contrast is

across M: (2.8 − 2.2)/(2.8 + 2.2) = 0.12,
across W: (2.8 − 76.7)/(2.8 + 76.7) = −0.93.

The square of the contrast grows from 0.014 to 0.86. The n = 0 term across W is 3.10 zJ. Across M its leading part is (3/4)kT × 0.0144 = 0.04 zJ. This accounts for the rise. The rule has no access to separate frequencies. It sees that √A33 has grown towards √A11 and concludes that medium and body have become more alike, although at zero frequency they have become very different.

Q: Can the rule be saved?

A: In large part, by keeping it away from zero frequency. Compute the n = 0 term with the Lifshitz formula, which needs no more than the static dielectric constants. Then apply the product rule to vacuum constants from which n = 0 has been left out. For 1-W-1 that rule gives 11.18 zJ, and

3.10 + 11.18 = 14.28 zJ,

which is 8 percent below the Lifshitz value. For the unlike pair 1-W-2 the unrepaired rule gives 6.35 zJ, against 11.76 zJ from Lifshitz.

Q: So once the zero-frequency term is treated properly, the rule can be trusted?

A: Not if the ultraviolet spectra differ in shape. Consider two bodies 1 across S:

rule: (8.954 − 8.465)² = 0.24 zJ,
Lifshitz: 7.48 zJ.

The rule keeps 3 percent of the attraction. Body 1 and S have similar vacuum constants, 80.2 and 71.7 zJ, but they get them from different parts of the spectrum. S has the larger ε at low ξ and body 1 at high ξ. The infrared parts are equal, so the curves cross where the ultraviolet parts agree. With x = ξ/(10¹⁶ rad/s),

1.3/(1 + x²/4) = 2.0/(1 + x²),
1.3 + 1.3x² = 2.0 + 0.5x²,
x² = 0.875, x = 0.94.

On both sides of this point Δ1S² is positive and adds to the attraction. The rule subtracts totals first and squares afterwards, so the low-frequency surplus of S offsets much of the high-frequency surplus of body 1: below the crossing the vacuum sum of S exceeds that of body 1 by 13.4 zJ, above it falls short by 21.9 zJ, and only 8.5 zJ is left between the two constants.

Q: Perhaps the fault lies in adding pairs, and not in the geometric mean.

A: Bookkeeping, which also adds pairs, gives 6.81 zJ, or 91 percent of the Lifshitz value. The collapse comes with the next step. From 80.17 + 71.66 − 2A1S = 6.81 zJ we find A1S = 72.51 zJ, while the geometric mean is 8.9535 × 8.4652 = 75.79 zJ. An excess of 4.5 percent, counted twice, removes 6.57 zJ. Dilution separates the two errors completely. Multiply the strengths of all oscillators in body 1 and S by 10⁻⁴. Bookkeeping then agrees with the Lifshitz sum to four digits, while the product rule still gives only about 6 percent of it.

Q: Can the rule even get the sign wrong?

A: It does so for bodies 1 and 2 across S:

rule: (8.954 − 8.465)(7.935 − 8.465) = −0.26 zJ,
Lifshitz: +6.42 zJ.

For body 2 the crossing with S follows from 1.1(1 + x²) = 2.0(1 + x²/4), so x² = 1.5 and x = 1.22. Between x = 0.94 and x = 1.22 the two contrasts have opposite signs, and that band contributes repulsion. But both contrasts are small there. Below the band both bodies have a smaller ε than S, above it both have a larger one, and the product of contrasts is positive. These regions decide the sum. The ordering of three total constants does not fix the sign of the force when the spectra cross.

Q: What may I then rely on, if I have just the three constants and no spectra?

A: For like bodies that are thick and face each other with flat surfaces, on the sign: it is attractive whatever the spectra, by the sum of squares. The proof does not cover other shapes. When ε is large, shape makes the response anisotropic, and a thin needle on the axis of a hole in a thin plate of the same substance can be pushed away from the plate. For the size, and for the sign with unlike bodies, you need some knowledge of the spectra. In the three model systems with M, where the ultraviolet frequencies are equal, the strengths moderate and well separated, and no substance has a large static dielectric constant, the rule came out 7 to 11 percent below the Lifshitz magnitude; among the seven dense systems worked out above, those are the only ones in which the unrepaired rule was a fair estimate. In dilute matter with proportional spectra it becomes exact. If √A33 lies close to one of the other two roots, the rule returns a small difference of large numbers, and a small failure of the geometric mean can then change its size by a large factor or reverse its sign.
